In-plane and normal permittivity of weakly interacting dielectric layers, part 1

(Sections cited here and not found follow in the second part.)

## First half: uniform layers and the two laws

### What goes wrong

Take a layered insulator with spacing c = 0.33 nm. Each layer has a polarizability of 0.15 nm for fields along the layer and 0.019 nm for fields across it. Polarizability here means dipole moment per area divided by field, which in Gaussian units is a length. We want the permittivity k of the stack in both directions.

The obvious recipe is to divide the dipole per area by c, which gives the polarization P, and to write k = 1 + 4πP/E. Along the layers this gives 6.71. Across the layers it gives 1.72, while the correct value for these same layers is 3.62. A capacitor designed with 1.72 would have its capacitance underestimated by a factor of 2.1. Nor can the formula that works across the layers be carried over to the in-plane direction, where it would give a negative permittivity, −0.21.

The fault lies in the word "field". A polarizability is a ratio, and its denominator must be the field that the layer in the stack shares with the isolated layer. That field is different in the two directions. The notebook starts with one uniform layer, adds more layers, and then, in the second half, gives the layers atoms and overlapping electrons.

### One layer in a normal field

Let the layer lie in the plane z = 0 and be uniform along x and y. Charged plates far away apply a field E₀ along z. The layer responds with an induced charge density ρ(z), which is zero outside the layer. The layer stays neutral:

∫ρ dz = 0.

The induced dipole per area is

p = ∫zρ dz.

Because the layer is neutral, p does not depend on where the origin of z is placed.

A thin sheet with charge σ per area makes a field 2πσ pointing away from it on both sides. To the left of the whole layer these contributions add up to −2π∫ρ dz = 0, so the field there is E₀. Gauss's law, dE/dz = 4πρ, then gives the field everywhere:

E(z) = E₀ + 4πF(z), with F(z) = ∫ρ(z′)dz′ taken from −∞ to z.

To the right of the layer F is again the total charge, which is zero. **A neutral, laterally uniform layer therefore makes no field outside itself, however large its dipole is.** What it does make is a step in the potential. Integrating the induced field by parts,

∫4πF dz = 4π[zF] − 4π∫z(dF/dz)dz = −4π∫zρ dz = −4πp.

The bracket vanishes because F is zero on both sides of the layer, and dF/dz = ρ. The minus sign says that the induced field inside the layer opposes the applied one on average.

The normal polarizability is defined by the applied field:

p = α⊥E₀.

This is a property of the isolated layer. The field inside the layer varies with z and has no single value that could serve in its place.

### Many layers in a normal field

Now put identical layers at spacing c, and assume that their charge distributions do not overlap. Assume also that no charge passes from one layer to another, that the response is linear and static, and that the spacing stays fixed.

Each layer sits in the outside region of all the others, where their induced fields are zero. It therefore feels E₀ and nothing else, as it did when it was alone, and its dipole is still α⊥E₀.

The field that enters the permittivity is the average over one period. The plates contribute E₀c to the integral of E over a period, and the one layer in it contributes −4πp. Dividing by c,

E = E₀ − 4πp/c.

From here on E without an argument is this average. The polarization is P = p/c, so the displacement is

D = E + 4πP = E₀ − 4πp/c + 4πp/c = E₀.

The applied field is the displacement D. With p = α⊥D,

E = D(1 − 4πα⊥/c).

The permittivity is k⊥ = D/E, and so

1/k⊥ = 1 − 4πα⊥/c.

The recipe that failed at the start divides p by the average field E. That ratio does exist:

p/E = α⊥D/E = α⊥k⊥.

Putting α⊥k⊥ into the direct formula gives 1 + 4πα⊥k⊥/c. This equals k⊥, as one sees by multiplying the reciprocal law by k⊥ and rearranging. But α⊥k⊥ depends on c through k⊥. For the layers above it is 0.019 nm × 3.617 = 0.069 nm at c = 0.33 nm, and it falls back to 0.019 nm as the layers are drawn apart. It describes the stack and not the layer.

### Limits of the normal law

Write u = 4πα⊥/c. For a dilute stack u is small, and

k⊥ = 1/(1 − u) = 1 + u + u² + …

To first order the two formulas agree, because D and E then differ little. They part at order u². At c = 1.00 nm, u = 0.24, and the formulas give 1.24 and 1.31. At c = 0.33 nm, u = 0.72, and they give 1.72 and 3.62.

As u approaches 1 the law predicts a diverging k⊥. The length 4πα⊥ shows what this means. Multiply 1/k⊥ by the thickness t = Nc of a film of N layers:

t/k⊥ = N(c − 4πα⊥).

The left side is the thickness of vacuum that would have the same capacitance per area. Each layer behaves as if it removed a length 4πα⊥ from the gap between the plates. The divergence would occur when the removed length equals the whole spacing. Near that point a small change in α⊥ has a large effect on k⊥, so the assumption that α⊥ is unchanged by stacking has to hold very well there. Beyond it the average field would point against D. The law is used here only for 4πα⊥ < c.

### The in-plane field

For a field along x, the component that neighbouring regions share is E itself. Static fields have no curl, so the tangential field, averaged along the layer, is the same just inside and just outside a layer. In a uniform in-plane field every layer sees this E, and

p = α∥E,

where α∥ is defined for an isolated layer by the total, laterally averaged in-plane field. With P = p/c,

D = E + 4πα∥E/c,

k∥ = 1 + 4πα∥/c.

This argument uses a perfectly uniform field and an infinite layer. A real in-plane field varies over some length, and a polarization that varies along x carries charge. We should check that this charge does no harm when the variation is slow.

### A slowly varying in-plane field

Let external charges produce a potential φ₀exp(iqx), equal at all layers, and let the total potential at each layer be φexp(iqx). Treat each layer as a thin sheet that is polarizable along x. The field is E = −dφ/dx, which gives a factor −iq, so the dipole per area has amplitude

p = −iqα∥φ.

A dipole density that varies along x leaves a charge per area −dp/dx. Its amplitude is

s = −iqp = (−iq)(−iq)α∥φ = −α∥q²φ.

We need the potential of such a charge. Away from the sheet Laplace's equation requires d²V/dz² = q²V, and the solution that dies out on both sides is V = V₀exp(−q|z|). The normal field jumps by 4πs at the sheet. The slope of V changes there by −2qV₀, so 2qV₀ = 4πs and

V₀ = 2πs/q.

In an infinite stack all sheets carry the same s. The total potential at one of them is the external one plus the sum over all sheets n:

φ = φ₀ + (2πs/q) Σₙ exp(−q|n|c) = φ₀ − 2πα∥qφ Σₙ exp(−q|n|c).

The sum is a geometric series on each side:

Σₙ exp(−q|n|c) = 1 + 2/(exp(qc) − 1) = (exp(qc) + 1)/(exp(qc) − 1) = coth(qc/2).

Therefore

φ₀/φ = 1 + 2πα∥q coth(qc/2).

For small argument coth y = 1/y + y/3 to the order needed, so with y = qc/2

φ₀/φ = 1 + (4πα∥/c)[1 + (qc)²/12].

When qc tends to zero this is k∥. The ratio φ₀/φ is then the permittivity, because the potential is nearly the same between the sheets as on them. The induced potential halfway between two sheets differs from its value on a sheet by about πα∥q²cφ/2, which vanishes in the same limit.

A single sheet keeps the n = 0 term alone:

φ₀/φ = 1 + 2πα∥q.

This tends to 1. For an isolated layer in a slowly varying field the applied and the total in-plane fields therefore agree, and α∥ may be defined with either. In the infinite stack they differ by the factor k∥. The number of layers must go to infinity before q goes to zero if the bulk screening is to appear.

The numbers show how strong this is. Take α∥ = 0.15 nm, c = 0.33 nm and qc = 0.02, so that q = 0.061 nm⁻¹ and the wavelength 2π/q is about 104 nm. One layer reduces the applied potential by a factor 1.057. For a stack of 1201 sheets, solving the coupled linear equations for the potentials on all of them gives 6.712 at the middle sheet. The coth formula gives 6.712 as well, and k∥ is 6.712. This tests both the summation and the bulk limit.

For ten layers the same calculation gives 1.548. If all decay factors exp(−q|n|c) are replaced by one, the estimate is 1 + 10 × 0.0571 = 1.57, slightly too high. The small number does not mean that the film has a small k∥. Inside the film D/E for the in-plane components is still 1 + 4πα∥/c. What is small is the screening of the applied potential: the field reaches a distance of about 1/q = 16.5 nm to each side of the film, where there is nothing to polarize.

### Check on a known case: dielectric slabs

Suppose that each layer is a slab of thickness d made of a material with permittivity ε. In a normal field the inside of the slab has the field E₀/ε and the polarization (E₀ − E₀/ε)/4π, so

α⊥ = (d/4π)(1 − 1/ε).

In an in-plane field E the polarization is (ε − 1)E/4π, so

α∥ = (d/4π)(ε − 1).

Insert these into the two laws for slabs separated by vacuum, c ≥ d:

1/k⊥ = 1 − (d/c)(1 − 1/ε) = (c − d)/c + d/(cε),

k∥ = 1 + (d/c)(ε − 1) = (c − d)/c + dε/c.

The first is the rule for capacitors in series and the second the rule for capacitors in parallel. When the slabs touch, c = d, both give ε, as they must. The slab also shows why the divergence of k⊥ is out of reach in this case: for finite ε > 1, 4πα⊥ = d(1 − 1/ε) is smaller than d, and d is at most c.

### Different layers, and reading the laws backwards

Nothing above required the layers to be alike. If a period of thickness t contains layers i, each still feels D across and E along, and their dipoles add:

k∥ = 1 + (4π/t) Σᵢ α∥ᵢ,  1/k⊥ = 1 − (4π/t) Σᵢ α⊥ᵢ.

The order of the layers does not matter as long as they do not disturb one another.

The laws can also be solved for the layer properties. If the permittivities are known for a stack with a wide spacing L, then

α∥ = L(k∥ − 1)/4π,  α⊥ = L(1 − 1/k⊥)/4π.

Within the assumptions these lengths do not depend on L, whereas k∥ and k⊥ do. A permittivity quoted for a single layer therefore has no meaning until a thickness is stated with it.

In SI units the dipole per area is ε₀ times a length times the field in V/m. That length is 4πα. For the layers used here it is 1.885 nm along the layer and 0.239 nm across it.

## Second half: atoms, overlap and a ten-layer film

### Symbols and results carried over

Layers of spacing c have dipole per area p and polarization P = p/c. E is the field averaged over a period, and D = E + 4πP. The isolated layer has p = α∥E for in-plane fields and p = α⊥D for normal fields. For laterally uniform layers that do not overlap,

k∥ = 1 + 4πα∥/c,  1/k⊥ = 1 − 4πα⊥/c,

and a film of thickness t = Nc has t/k⊥ = N(c − 4πα⊥). Two assumptions now have to be examined: that a layer is uniform along its plane, and that its electrons keep clear of the next layer.

### The field of a layer made of atoms

Put atoms on a square lattice with lattice constant a and cell area A = a². A layer of unit point charges has a charge per area that can be written as a Fourier series over the reciprocal lattice vectors **G**, each term having the amplitude 1/A. The first half found that a charge wave s exp(iqx) has the potential (2πs/q)exp(−q|z|). Each term with G ≠ 0 behaves in the same way, so directly above an atom

Φ(z) = (2π/A) Σ exp(−G|z|)/G − 2π|z|/A,

where the sum omits G = 0 and the last term belongs to the uniform part of the charge.

A dipole p₀ along z is a pair of opposite charges slightly displaced along z, so its potential is −p₀ dΦ/dz. The field is minus the derivative of this:

E_z = p₀ d²Φ/dz² = (2πp₀/A) Σ G exp(−G|z|).

The uniform part drops out because its second derivative vanishes away from the layer. This repeats the earlier result that a uniform dipole sheet has no outside field. What remains comes from the lateral structure, and it decays over a distance of about a/2π, since the shortest G is 2π/a.

The formula was tested against direct summation of the dipole fields in real space. In units of p₀/a³ both give 0.3275 at z = a, 0.0413 at z = 1.32a and 0.0006 at z = 2a.

For dipoles along x the field along x is p₀ ∂²Φ/∂x², which brings down −Gₓ² in place of G². On the square lattice Gₓ² and G_y² contribute equally, so Gₓ² may be replaced by G²/2. The field above an atom is then −1/2 times the normal result.

### Layer and stack from the same atoms

Let each atom have the polarizability g, so that its dipole is g times the field acting on it. First consider the atom's own layer. A dipole p₀ makes the field −p₀/R³ beside it if it points along z, and p₀(3x² − R²)/R⁵ if it points along x. On the square lattice x² averages to R²/2, so the second expression averages to p₀/(2R³). With

S = Σ 1/R³ = 9.0336/a³,

the own layer contributes −Sp₀ in the normal case and +Sp₀/2 in the in-plane case.

The other layers, with atoms directly above atoms, contribute Wp₀ and −Wp₀/2. Here W sums the field found above over the layers at distance nc on both sides:

W = (4π/A) Σ G [exp(−Gc) + exp(−2Gc) + …] = (4π/A) Σ G/(exp(Gc) − 1).

The dipoles follow from p₀ = g × (acting field):

normal: p₀ = g(D − Sp₀ + Wp₀), so p₀ = D/(1/g + S − W);

in-plane: p₀ = g(E + Sp₀/2 − Wp₀/2), so p₀ = E/(1/g − S/2 + W/2).

Setting W = 0 and dividing by A gives the isolated layer:

α⊥ = (1/A)/(1/g + S),  α∥ = (1/A)/(1/g − S/2).

For g = 0.16a³, 1/g = 6.25/a³, and

α⊥ = a/(6.25 + 9.03) = 0.0654a,  α∥ = a/(6.25 − 4.52) = 0.577a.

The atoms are isotropic, yet the layer is nine times more polarizable along its plane than across it. Side by side, dipoles pointing out of the plane oppose one another, while dipoles in the plane on balance assist one another.

We now have the two permittivity laws for uniform layers that do not overlap, and the dipoles of a square lattice of atoms both in an isolated layer and in a stack. It remains to check the lattice sums against a cubic crystal, to see how lateral structure and overlapping electrons affect the laws, and to apply the laws to a ten-layer film.
